Why convex energies share electrons between 3d and 4s

**Q:** I ran a spin-unpolarised local-density calculation on a manganese atom and let the occupations vary. It settled at 5.76 electrons in 3d and 1.24 in 4s, with the two eigenvalues equal. An atom in a definite configuration has whole numbers of electrons in its shells. Why does the calculation prefer fractions?

**A:** Because its energy is convex along the path that carries an electron from 4s to 3d, and the two integer configurations at the ends are close in energy. Both conditions matter. A two-level model shows how they compete.

Let n_d and n_s be the shell occupations, and take the energy to be quadratic in them:

E = e_d n_d + e_s n_s + ½U_dd n_d² + U_ds n_d n_s + ½U_ss n_s²

The constants e_d and e_s contain the kinetic energy, the attraction to the nucleus and the repulsion from the inner shells. The U coefficients describe how the levels respond to filling. All energies are in hartree (Ha).

Start from integers d₀ and s₀ and move a fraction t of an electron, so that n_d = d₀ + t and n_s = s₀ − t, with 0 ≤ t ≤ 1. The total charge is fixed. The changes in the terms are

linear terms: (e_d − e_s)t
dd term: U_dd d₀t + ½U_dd t²
ds term: U_ds(s₀ − d₀)t − U_ds t²
ss term: −U_ss s₀t + ½U_ss t²

Collecting powers of t gives

E(t) = E(0) + At + ½Kt²
A = e_d − e_s + U_dd d₀ + U_ds(s₀ − d₀) − U_ss s₀
K = U_dd + U_ss − 2U_ds

The minus sign in K arises because filling one shell empties the other. By "convex" I mean K > 0 along this path.

**Q:** A depends on parameters I can't see. Can the result be written in terms of energies I could compute?

**A:** Yes. Let Δ = E(1) − E(0) be the energy difference between the integer configurations. Setting t = 1 gives Δ = A + ½K, so A = Δ − ½K. Substitution yields

E(t) = E(0) + Δt − ½K t(1 − t)

The first two terms form the straight line between the ends. The last is the bowing, which vanishes at both integers. For K > 0 the curve sags below the line, most deeply at t = ½, where the sag is K/8. One more calculation, at the midpoint, therefore gives the curvature:

K = 8{½[E(0) + E(1)] − E(½)}

**Q:** When does the sag produce a fractional minimum?

**A:** Differentiate:

dE/dt = Δ − ½K + Kt

The slope is Δ − ½K at t = 0 and Δ + ½K at t = 1. For K > 0 it rises with t, so an interior minimum requires a negative slope at the start and a positive one at the end. These two conditions combine to

|Δ| < ½K

Setting the slope to zero then gives

t* = ½ − Δ/K

Completing the square gives E(t) = E(t*) + ½K(t − t*)². The fractional state therefore lies below the t = 0 end by ½Kt*², and below the t = 1 end by ½K(1 − t*)².

If Δ = 0, the electron is shared equally. As |Δ| approaches ½K, the minimum slides into the lower end and the energy gain over that end vanishes. As K goes to zero from above, the window for fractional filling closes.

**Q:** Where do the equal eigenvalues come in? So far you have used total energies alone.

**A:** They follow from Janak's relation. Write the Kohn–Sham energy with orbitals φᵢ and occupations fᵢ as

E = Σᵢ fᵢ⟨φᵢ|h|φᵢ⟩ + E_H[n] + E_xc[n], with n = Σᵢ fᵢ|φᵢ|²

Here h is the one-electron operator, E_H the Hartree energy and E_xc the exchange-correlation energy. In a spin-polarised calculation E_xc depends on both spin densities, and each orbital feels the potential of its own spin.

Change one occupation fⱼ and let all orbitals relax. The explicit change in fⱼ contributes

⟨φⱼ|h + v_H + v_xc|φⱼ⟩ = εⱼ

because the derivatives of E_H and E_xc with respect to the density are the potentials v_H and v_xc. The change in the orbitals contributes

Σᵢ fᵢ(⟨∂φᵢ|H|φᵢ⟩ + ⟨φᵢ|H|∂φᵢ⟩) = Σᵢ fᵢεᵢ ∂⟨φᵢ|φᵢ⟩ = 0

where H is the Kohn–Sham operator and ∂ means the derivative with respect to fⱼ. The first equality uses Hφᵢ = εᵢφᵢ, and the second uses fixed normalisation. Hence

∂E/∂fⱼ = εⱼ

I treat the atom as spherical, spreading the electrons of a shell evenly over its orbitals. Those orbitals then share one eigenvalue, so the same relation holds for the shell occupation. Along our path n_d rises while n_s falls, and

dE/dt = ε_d − ε_s

Zero slope and aligned levels are therefore the same condition. This relation does not need the quadratic model; it needs self-consistent orbitals and a differentiable functional.

**Q:** So the levels are not degenerate by symmetry. They get pushed together?

**A:** Yes, by feedback. If 3d lies below 4s, moving charge into 3d lowers the energy. In the model each transferred fraction raises ε_d − ε_s by K times that fraction. Transfer stops when the levels meet, unless a shell fills or empties first.

This also explains why integer filling can be impossible to reconcile with the usual rule of filling the lowest levels. In unpolarised manganese, the gap ε_d − ε_s is −0.075 Ha for 3d⁵4s². The rule says to move an electron to 3d. At 3d⁶4s¹ the gap is +0.019 Ha, and the rule says to move it back. Neither integer configuration obeys the rule, while the fractional one between them does.

**Q:** What makes K positive? Is it a real repulsion between electrons?

**A:** Consider the Hartree part first, with the orbitals frozen. Call the density of everything except the moving electron n_rest, and the density of the moving electron

ρ_t = (1 − t)|φ_s|² + t|φ_d|²

where the squares stand for spherically averaged densities. The Hartree energy splits into three parts:

E_H[n_rest + ρ_t] = E_H[n_rest] + ∬ n_rest(r)ρ_t(r′)/|r − r′| + E_H[ρ_t]

The first part is constant and the second is linear in t. So is the one-electron energy. The Hartree curvature therefore comes entirely from E_H[ρ_t], the repulsion of the moving electron with itself. With δ = |φ_d|² − |φ_s|² we have ρ_t = |φ_s|² + tδ, and since E_H contains a factor ½, the second derivative is

K_H = ∬ δ(r)δ(r′)/|r − r′| dr dr′

This is twice the electrostatic energy of the charge distribution δ. It is positive unless δ vanishes everywhere. It would be zero if the two shells had the same radial density; a compact 3d shell and a more extended 4s shell make it finite.

The physical meaning is simple. One electron's charge, spread over two different regions, repels itself less than the average of the two unspread cases. The Hartree energy rewards this spreading. A statistical mixture of the two configurations, built from the same frozen orbitals, has an energy linear in t and gains nothing from this spreading; measured against that mixture, exchange and correlation ought to cancel the reward. Removing each orbital's repulsion with itself is not the same thing. The exact-exchange expression with fractional occupations does that, yet it keeps products of the occupations of different spin orbitals, so it is not linear in t either: for the unpolarised atom treated next it contributes −0.220 Ha against a Hartree curvature of +0.311 Ha and leaves +0.090 Ha.

**Q:** How much of it does the local functional cancel?

**A:** I computed this for the unpolarised atom on the path from 3d⁵4s² to 3d⁶4s¹. The functional combines Slater exchange with Vosko–Wilk–Nusair correlation. The treatment is nonrelativistic and uses a finite Gaussian basis. With orbitals frozen at t = ½:

Hartree: +0.311 Ha
exchange-correlation: −0.027 Ha
frozen total: +0.283 Ha

The local functional cancels about 0.027/0.311, or 9%, of the Hartree curvature. The larger reduction comes from relaxation, which contributes −0.189 Ha and leaves

K = 0.283 − 0.189 = 0.094 Ha

The K in the minimum condition is this relaxed value. Using the bare Hartree curvature would make the window for fractional filling more than three times too wide.

**Q:** Must relaxation reduce the curvature, or did it happen to do so here?

**A:** For this choice of frozen orbitals it can't increase it, provided the self-consistent solution is the lowest one at each fixed occupation. Let F(t) be the energy with orbitals frozen at their midpoint form. Then F(½) = E(½), but at the ends relaxation can lower the energy, so F(0) ≥ E(0) and F(1) ≥ E(1). Inserting these in the midpoint formula gives

K_frozen − K = 4[F(0) − E(0)] + 4[F(1) − E(1)] ≥ 0

There is a useful limiting case. Suppose a functional's energy was linear in t for every fixed set of orbitals, as that of the statistical mixture is. The relaxed energy would be the lowest member of a family of straight lines at each t. Such a lower envelope is concave or straight. It has a minimum at an end, and integer filling survives.

**Q:** Then put the numbers into your formula. Does it reproduce my 5.76?

**A:** The computed end difference is Δ = −0.0246 Ha (−0.67 eV), and K = 0.0943 Ha (2.57 eV). The condition holds, since

|Δ| = 0.0246 Ha < ½K = 0.0472 Ha

The predicted minimum is

t* = ½ + 0.0246/0.0943 = 0.76

so the occupations are 5 + 0.76 in 3d and 2 − 0.76 in 4s. The self-consistent search for aligned levels gives t = 0.757, with both eigenvalues at −0.163 Ha.

The model is less accurate for the energy gain. Relative to the lower end, 3d⁶4s¹, it predicts

½K(1 − t*)² = ½ × 0.0943 × 0.239² = 0.0027 Ha

The full calculation gives 0.0023 Ha. The difference arises because the true curve is not quite quadratic. In the first quarter of the path the gap rises by 0.028 Ha; in the last quarter it rises by 0.020 Ha. A strict quadratic would give equal steps. I have not isolated the cause of this decrease.

**Q:** You keep saying "unpolarised". Manganese has a half-filled 3d shell with a large spin. Does that change the answer?

**A:** It reverses it. In the spin-polarised calculation, five majority-spin electrons fill the majority 3d shell, and 4s holds one electron of each spin. The transfer to examine is from the minority 4s orbital into the empty minority 3d shell. Here

Δ = +0.0377 Ha (1.03 eV)
K = 0.0532 Ha (1.45 eV; 0.0531 Ha at the basis-set limit), so ½K = 0.0266 Ha

The energy is still convex, but now Δ > ½K. The minimum is at t = 0, and the atom keeps 3d⁵4s². The eigenvalues agree: the occupied minority 4s level is at −0.169 Ha and the empty minority 3d level at −0.161 Ha. They are not aligned, and they need not be. At a bound, the energy has only to rise when charge moves in the one allowed direction.

The margin is small: the gap is only 0.008 Ha. Check its sign again if you change the functional.

**Q:** Why does the spin polarisation have this effect?

**A:** Compare the gap ε_d − ε_s for the two spins at 3d⁵4s². In the majority channel it is

−0.315 + 0.206 = −0.109 Ha

and in the minority channel it is +0.008 Ha. Their average is −0.051 Ha, and the minority gap lies 0.059 Ha above that average. Without polarisation the gap was −0.075 Ha. The total shift for the minority channel is therefore

0.008 + 0.075 = 0.083 Ha = 0.059 + 0.025 Ha, within rounding

The larger part, 0.059 Ha, is half the difference between the spin splittings of 3d and 4s. The 3d splitting is 0.155 Ha and the 4s splitting 0.037 Ha. The remaining 0.025 Ha is a shift of the average gap between the two calculations. The minority 3d level is pushed up far enough that an electron no longer gains by entering it.

**Q:** Which of the two calculations should I believe?

**A:** Within this functional, the polarised one has the lower energy. At the same shell occupations, 3d⁵4s², the difference is

1148.639 − 1148.445 = 0.195 Ha, within rounding

The two totals carry a basis error: at the basis-set limit each is lower by about 0.005 Ha (−1148.644 and −1148.449 Ha), while their difference stays at 0.195 Ha.

The fractional minimum recovers only 0.0246 + 0.0023 = 0.027 Ha of this. Your fractional occupations therefore belong to a spin-constrained solution, not to the lowest solution found here.

The 0.195 Ha also exposes a second error, associated with fractional spin. Without a magnetic field or spin–orbit coupling, the sextet states with spin projections +5/2 and −5/2 have equal energies. An equal mixture of them has no net spin density, yet its energy is the same as that of either state. An exact functional must reproduce this equality. The local functional instead assigns the spinless 3d⁵4s² atom a much higher energy, even after its orbitals have relaxed.

An integer shell count can hide this. In the unpolarised atom, "3d⁵" means ten spin orbitals, each half filled. It is integer filling of the shell, not of the individual spin orbitals.

**Q:** Can integer filling survive by a comfortable margin in the same functional?

**A:** Yes, when the configurations are well separated. Take the Mn²⁺ ion and follow the majority-spin path from 3d⁴4s¹ to 3d⁵. The results are

Δ = −0.293 Ha (−7.98 eV)
K = 0.129 Ha (3.50 eV), so ½K = 0.064 Ha

The curvature is larger than in either neutral case, but |Δ| is more than four times ½K. The minimum is at t = 1, with the majority 3d shell full and the majority 4s orbital empty. There ε_d = −0.964 Ha and ε_s = −0.731 Ha, so returning charge to 4s would cost energy.

Thus convexity alone does not force fractional filling. For the quadratic model, the cases are:

K > 0 and |Δ| < ½K: fractional filling with aligned levels
K > 0 and |Δ| ≥ ½K: the lower integer end survives
K < 0: the lower integer end survives, and the ends tie if Δ = 0
K = 0: the lower end survives, or every t is equally good if Δ = 0

For another transition-metal atom you need its own Δ and K. Atoms whose 3dᴺ4s² and 3dᴺ⁺¹4s¹ configurations nearly coincide in energy are the candidates for fractional filling.

**Q:** Is the end of a segment always a safe place to stop?

**A:** Only if it is a true bound, meaning that a shell is full or empty and blocks further transfer. That holds at t = 0 for polarised manganese and at t = 1 for the ion. At 3d⁶4s¹ in the unpolarised atom, 4s still holds one electron, so a further transfer is possible. An integer there would have to be stable on both sides. In our case the gap at that point is already positive, so the energy initially rises if the transfer continues.

Other levels can intervene too. In polarised manganese the occupied majority 3d and 4s levels lie below the minority 4s level, and the empty 4p levels lie above it. The filling order is therefore respected across both spins.

**Q:** Could I repair the fractional case with a Hubbard correction?

**A:** You can remove the sag by adding a term that vanishes at the integers:

E_corr(t) = E(t) + ½K t(1 − t)

In the quadratic model this leaves E(0) + Δt, a straight line whose minimum is at an integer end unless Δ = 0. The added slope is K(½ − t). It raises 3d relative to 4s when t < ½ and lowers it when t > ½, which opposes the feedback that aligned the levels.

For unpolarised manganese the corrected gaps at the two ends are

t = 0: −0.0754 + 0.0472 = −0.028 Ha
t = 1: +0.0189 − 0.0472 = −0.028 Ha

The gap no longer changes sign between the ends. Among the five points computed on this segment, the lowest corrected energy is at t = 1. The largest remaining departure from the straight line is 0.34 mHa, compared with an original midpoint sag of K/8 = 11.8 mHa.

Three limits deserve attention. First, the correction leaves Δ untouched. It restores an integer on this segment, but it can't tell you whether the functional has ordered the configurations correctly. Here it selects 3d⁶4s¹ on the unpolarised segment, while the lower-energy polarised solution is 3d⁵4s².

Second, the term depends on the shell's total fraction t. A penalty applied separately to each orbital behaves differently. Take the minority 3d shell of the polarised atom, with t/5 electrons in each of its five orbitals. With strength U, the penalty is

5 × ½U(t/5)(1 − t/5) = ½U t(1 − t/5)

At t = 1 this equals 0.4U, not zero. Such a penalty also acts against spreading one electron evenly over the shell, so its U can't simply be set equal to our K.

Third, the term is meant only for 0 ≤ t ≤ 1. At t = 1 the unpolarised atom still has one 4s electron, and the corrected gap is negative. The same formula continued past t = 1 would therefore push that electron towards 3d as well. The next segment needs its own term, vanishing at both of its ends. If that segment is also convex, its term starts with a positive slope, which adds to the uncorrected gap of +0.019 Ha and holds the integer in place.

**Q:** If I see fractional occupations in a calculation, may I conclude that the functional is wrong?

**A:** Not from the occupations alone. Kohn–Sham orbitals describe a fictitious noninteracting system, and some exact densities require an ensemble of degenerate noninteracting states. Fractional occupations and aligned levels can then occur in an exact description.

The energy curve tells you more, if you also ask where its shape comes from. A statistical mixture of two configurations, with weights 1 − t and t, has the energy (1 − t)E(0) + tE(1). That is the straight line. Falling below this line is not proof of an error by itself, because interacting electrons can gain energy by genuinely mixing configurations. What marks the sag as an error in the unpolarised atom is its origin: with frozen orbitals it comes from the Hartree self-repulsion of the moving electron, of which the local functional cancels only about 9% in that case.

So compute the two integer ends and the midpoint, with spin polarisation allowed. Compare |Δ| with ½K, then check the eigenvalue gaps at the ends, since the true curve need not be quadratic. The numerical output below gives the values for all three manganese cases.

Numbers as computed

```
Random quadratic models: {'interior': 77, 'convex end': 59, 'concave': 164}
t = electrons moved from 4s to 3d; gap = eps_3d - eps_4s
Mn unpolarised, d5s2 to d6s1
  E(0) = -1148.44477 Ha
  Delta = -0.02464 Ha = -0.670 eV
  K = 0.09432 Ha = 2.566 eV
  gap at t=0,1/4,1/2,3/4,1 (Ha): -0.07542 -0.04777 -0.02282 -0.00061 0.01889
  t at minimum = 0.7573; quadratic prediction = 0.7613
  eps_3d = -0.16292 Ha; eps_4s = -0.16292 Ha
  gain below lower integer end = 2.3434 mHa
Mn polarised, minority s to d
  E(0) = -1148.63948 Ha
  Delta = 0.03774 Ha = 1.027 eV
  K = 0.05324 Ha = 1.449 eV
  gap at t=0,1/4,1/2,3/4,1 (Ha): 0.00792 0.02483 0.03933 0.05140 0.06137
  t at minimum = 0.0000; quadratic prediction = 0.0000
  eps_3d = -0.16067 Ha; eps_4s = -0.16859 Ha
  gain below lower integer end = -0.0000 mHa
Mn2+ majority, d4s1 to d5
  E(0) = -1147.47127 Ha
  Delta = -0.29313 Ha = -7.976 eV
  K = 0.12852 Ha = 3.497 eV
  gap at t=0,1/4,1/2,3/4,1 (Ha): -0.36066 -0.32489 -0.29134 -0.26040 -0.23318
  t at minimum = 1.0000; quadratic prediction = 1.0000
  eps_3d = -0.96440 Ha; eps_4s = -0.73122 Ha
  gain below lower integer end = 0.0000 mHa
Unpolarised Mn: 3d occupation = 5.7573, 4s = 1.2427
Polarised Mn: 3d occupation = 5.0000, 4s = 2.0000
Polarised Mn majority eps_3d = -0.31533 Ha; eps_4s = -0.20597 Ha
Curvature of unpolarised Mn, orbitals frozen at t=1/2:
  Hartree = 0.31056 Ha; xc = -0.02737 Ha
  frozen total = 0.28319 Ha
  relaxation = -0.18888 Ha
Integrated gap, unpolarised Mn = -0.024640 Ha; energy difference = -0.024640 Ha
Polarised Mn at t=1/2: numerical slope = 0.039330 Ha; gap = 0.039330 Ha
Corrected unpolarised segment: minimum on scan at t = 1.00
  largest leftover bowing on scan = 0.3408 mHa
Radial and 3D energies differ by 0.0003 mHa
```
